# Why a Carrier-Calibrated Thermal Flowmeter Misreads Precursor Vapour

A dose calculation for a deposition process needs the precursor flow. Suppose 50 sccm of argon enters an ampoule of titanium tetrachloride, and an argon-calibrated thermal flowmeter at the outlet reads 75.5 sccm. The decision is whether to enter the excess, 25.5 sccm, as precursor. Under the conditions below the right entry is 5.6 sccm. For a meter that responds to heat-capacity flow alone, the excess is the precursor flow multiplied by a ratio of molar heat capacities, here 4.59.

Flows are molar. One sccm is the flow of 1 cm³/min of ideal gas at 273.15 K and 101325 Pa, or \(7.4358\times10^{-7}\) mol/s. Heat capacities \(c\) are molar and at constant pressure. The subscripts "car" and "pre" denote carrier and precursor.

## 1. What the meter counts

Take a heater of power \(P\) in a steady gas stream. Let all its heat enter the gas, and neglect changes of kinetic energy. The gases are ideal, so enthalpy does not depend on pressure and the enthalpies of a mixture add. Nothing reacts or condenses in the meter. Energy conservation gives

\[
P=\dot n_{\rm car}\,\Delta h_{\rm car}+\dot n_{\rm pre}\,\Delta h_{\rm pre},
\qquad \Delta h_i=\int_{T_{\rm in}}^{T_{\rm out}}c_i(T)\,dT .
\]

For a small rise \(\Delta T=T_{\rm out}-T_{\rm in}\), each \(c_i\) is nearly constant, so \(\Delta h_i=c_i\Delta T\) and

\[
P=C\,\Delta T,\qquad C=\dot n_{\rm car}c_{\rm car}+\dot n_{\rm pre}c_{\rm pre}.
\]

The heater senses the heat-capacity flow \(C\), in W/K. It has no separate access to the number of molecules.

Calibration with pure carrier teaches the meter to convert \(C\) into a flow by dividing by \(c_{\rm car}\). Given the mixture, it does the same:

\[
\dot n_{\rm read}=\frac{C}{c_{\rm car}}
=\frac{\dot n_{\rm car}c_{\rm car}+\dot n_{\rm pre}c_{\rm pre}}{c_{\rm car}}
=\dot n_{\rm car}+r\,\dot n_{\rm pre},\qquad r=\frac{c_{\rm pre}}{c_{\rm car}} .
\]

If the carrier flow is held fixed upstream, subtracting it leaves

\[
\dot n_{\rm read}-\dot n_{\rm car}=r\,\dot n_{\rm pre}.
\]

The true total is \(\dot n_{\rm car}+\dot n_{\rm pre}\), so the error in total flow is \((r-1)\dot n_{\rm pre}\). It vanishes for \(r=1\) and is negative for \(r<1\). Argon added to nitrogen in a nitrogen-calibrated meter has \(r=0.714\): each added sccm of argon registers as 0.714 sccm.

The argument applies to any meter whose signal is a one-to-one function of \(C\) alone. Equal signals then mean equal \(C\), whatever the shape of the calibration curve.

For a finite rise at the same inlet and outlet temperatures, the calibration gives \(P=\dot n_{\rm read}\Delta h_{\rm car}\). Equating this to the mixture balance and dividing by \(\Delta h_{\rm car}\) gives the same law with

\[
r=\frac{\Delta h_{\rm pre}}{\Delta h_{\rm car}},
\]

which is the ratio of heat capacities averaged over the rise.

## 2. Contributions to the heat capacity

**Translation and flow work.** Three translational directions carry \(\tfrac12RT\) each. Enthalpy adds \(pV=RT\) per mole to the internal energy. The sum is \(\tfrac52RT\), whose temperature derivative is \(\tfrac52R\). Argon has nothing more at these temperatures, so \(c_{\rm car}=20.79\) J/(mol K).

**Rotation.** A non-linear molecule has three rotational terms in its classical energy, each worth \(\tfrac12R\), in total \(\tfrac32R\). A linear molecule has two, in total \(R\). The classical value holds when the rotational level spacing is far below \(k_BT\), as it is here.

**Vibration.** A harmonic mode of wavenumber \(\tilde\nu\) has levels spaced by \(k_B\theta\), with \(\theta=hc_0\tilde\nu/k_B\) and \(c_0\) the speed of light. Set \(x=\theta/T\). The partition function, with energies counted from the lowest level, is

\[
Z=\sum_{m=0}^{\infty}e^{-mx}=\frac1{1-e^{-x}} .
\]

The mean number of quanta is

\[
-\frac{d\ln Z}{dx}=\frac{e^{-x}}{1-e^{-x}}=\frac1{e^x-1}.
\]

The molar energy is therefore \(R\theta/(e^{\theta/T}-1)\). Differentiating with respect to \(T\), and using \(d(\theta/T)/dT=-\theta/T^2\), gives

\[
c_{\rm vib}=R\theta\,\frac{e^x}{(e^x-1)^2}\,\frac{\theta}{T^2}
=R\,\frac{x^2e^x}{(e^x-1)^2}.
\]

For \(x\to0\) this tends to \(R\). For large \(x\) it falls as \(Rx^2e^{-x}\). A soft mode adds nearly its full classical share to the heat capacity, while a very stiff one adds almost nothing.

Titanium tetrachloride has nine modes. Rough, rounded wavenumbers at 300 K give:

| Wavenumber (cm⁻¹) | Modes | \(x\) | Each, in \(R\) |
|---|---:|---:|---:|
| 120 | 2 | 0.576 | 0.973 |
| 140 | 3 | 0.671 | 0.963 |
| 390 | 1 | 1.870 | 0.753 |
| 500 | 3 | 2.398 | 0.632 |

The vibrational sum is

\[
2(0.973)+3(0.963)+0.753+3(0.632)=7.48,
\]

and the total is \((2.5+1.5+7.48)R=11.48R\), or 95.50 J/(mol K) before rounding of the parts. Hence \(r=95.50/20.79=4.594\).

## 3. The excess, part by part

The ampoule is at 100 Torr and the vapour pressure is taken as 10 Torr. If the argon leaves saturated, the molar flows of ideal gases stand in the ratio of their partial pressures:

\[
\dot n_{\rm pre}=\dot n_{\rm car}\frac{p_v}{p-p_v}
=50\times\frac{10}{90}=5.556\ {\rm sccm}.
\]

The excess is \(4.594\times5.556=25.52\) sccm and the reading is 75.52 sccm. Dividing each part of \(c_{\rm pre}\) by argon's \(2.5R\) splits the excess:

| Part of \(c_{\rm pre}\) | Part of \(r\) | Excess (sccm) |
|---|---:|---:|
| Translation and flow work | 1.00 | 5.56 |
| Rotation | 0.60 | 3.33 |
| Five soft vibrations | 1.93 | 10.7 |
| Four stiffer vibrations | 1.06 | 5.9 |

With a monatomic carrier, the first line is the true precursor flow. The other three are heat stored inside the molecules, which the meter converts into argon that is not there. They make up the error in total flow, 19.97 sccm. Vibration supplies about two thirds of the excess.

Molecular mass does not enter the law directly, though atomic masses help to set the vibrational wavenumbers. For argon this is easy to miss, because the mass ratio, about 190/40 = 4.75, happens to lie near \(r\). Nitrogen separates the two: its mass ratio is about 6.8, but its heat capacity of 29.12 J/(mol K) gives \(r=3.280\). With the same two flows and a nitrogen-calibrated meter, the reading is \(50+3.280\times5.556=68.22\) sccm.

In mass units the precursor flow is 47.0 mg/min. Entering the whole excess as precursor would give \(4.594\times47.0=216\) mg/min.

Recovery of the precursor flow is sensitive to the carrier setting. If the carrier rises by 1 sccm unnoticed, the inferred precursor flow is too high by \(1/4.594=0.22\) sccm, or 4 % of 5.556 sccm.

## 4. Two ways to run the heater

At constant power, \(P=10\) mW, argon alone has

\[
C=(3.718\times10^{-5})(20.79)=7.73\times10^{-4}\ {\rm W/K},
\]

and warms by 12.94 K. The vapour adds \((4.131\times10^{-6})(95.50)=3.95\times10^{-4}\) W/K. The rise falls to 8.56 K, and the meter interprets the cooler outlet as more argon.

At a constant rise of 10 K, the required power climbs from 7.73 to 11.69 mW. The reading is \(50\times11.69/7.73=75.6\) sccm. The measured quantity differs, but the heat-capacity flow behind it is the same.

The finite-rise law was tested by solving the heater balance with enthalpies summed over molecular energy levels, then inverting the simulated carrier calibration. The pairs were titanium tetrachloride in argon, titanium tetrachloride in nitrogen, and argon in nitrogen. The carrier and added flows were 30 and 1, 50 and 10, and 100 and 5 sccm. In all nine cases the excess per added sccm agreed with the averaged heat-capacity ratio within one part in \(10^5\), and with the 300 K ratio within 1 %.

## 5. The capillary sensor

Many thermal meters pass a fixed share of the gas through a heated capillary and compare two wall temperatures. Let the heated length be \(L\), the heating per length \(q\), and the wall conductance \(K\) (conductivity times wall area). Both ends are held at the gas inlet temperature. In this section \(C\) is the heat-capacity flow inside the capillary.

Neglect heat lost sideways to the surroundings. With perfect contact, gas and wall share one temperature excess \(T(z)\) above the inlet. Conduction into a slice, minus heat carried off by the gas, plus heating, must vanish:

\[
KT''-CT'+q=0,\qquad T(0)=T(L)=0 .
\]

A particular solution is \(qz/C\), and the homogeneous solutions are a constant and \(e^{Cz/K}\). The condition at \(z=0\) combines these two into \(B(e^{Cz/K}-1)\). The condition at \(z=L\) gives \(B=-qL/[C(e^{s}-1)]\), with \(s=CL/K\). Thus

\[
T(z)=\frac qC\left[z-L\,\frac{e^{sz/L}-1}{e^s-1}\right].
\]

Place the thermometers at \(L/4\) and \(3L/4\). Their difference is

\[
S=\frac{qL}{C}\left[\frac12-\frac{e^{3s/4}-e^{s/4}}{e^s-1}\right].
\]

Taking \(e^{s/2}\) out of numerator and denominator turns the fraction into

\[
\frac{\sinh(s/4)}{\sinh(s/2)}=\frac1{2\cosh(s/4)},
\]

because \(\sinh2y=2\sinh y\cosh y\). Therefore

\[
S=\frac{qL}{2C}\left[1-\frac1{\cosh(CL/4K)}\right].
\]

The gas enters only through \(C\), so the law of Section 1 applies. For small flow, \(1-1/\cosh y\approx y^2/2\) gives \(S\approx qL^3C/(64K^2)\), a linear meter.

At large flow \(S\) falls again, and one signal then belongs to two flows. With \(y=s/4\), the maximum of \((1-1/\cosh y)/y\) satisfies \(y\tanh y=\cosh y-1\), or \(y\approx1.5\) and \(s\approx6\). The law requires operation below this point.

In a real sensor, sideways loss can rival conduction along so thin a wall. A loss proportional to \(T\) adds a term \(-hT\) to the balance, with \(h\) the loss per length and kelvin. This changes the size of the signal and the position of its maximum. If \(h\) is the same for both gases, the signal still depends on the gas only through \(C\), so the law stands.

The example uses a 20 mm tube of 0.4 mm bore and 0.1 mm wall, carrying one tenth of the flow. A wall conductivity of 16 W/(m K) and a mean wall diameter of 0.5 mm give \(K=2.5\times10^{-6}\) W m/K. With \(C=1.17\times10^{-4}\) W/K for the mixture, \(s\approx0.9\), well below the maximum.

**Imperfect contact.** Real gas lags behind the wall. Let \(F=\pi\,{\rm Nu}\,k\) be the heat transfer per length and kelvin, with gas conductivity \(k\) and Nusselt number Nu = 4.36. The gas obeys \(CT_g'=F(T_w-T_g)\). Away from the ends, where temperatures vary slowly, \(T_g\approx T_w-(C/F)T_w'\). The heat carried off is then

\[
CT_g'\approx CT_w'-\frac{C^2}{F}T_w'' ,
\]

so the lag acts as an extra conductance \(C^2/F\) added to \(K\). Calibration absorbs this for argon, but the mixture has a different \(k\). Rough values of 0.018 W/(m K) for argon and 0.016 for the mixture give \(F=0.247\) and 0.219 W/(m K). At equal \(C\), the effective conductance is then higher by about 0.3 % of \(K\). Since \(S\propto1/K^2\) at small flow, the signal drops by about 0.6 %.

This estimate omits the end regions and the curvature of the calibration. Solving the coupled wall and gas equations gives a reading of 74.91 sccm, 0.82 % below the law. With contact twenty times better, the departure shrinks to 0.029 %. The lag also moves the maximum of the signal down, from \(s\approx6\) to about 3.7 for argon, still well above the working point. In this model it needs both imperfect contact and a difference in gas conductivity: with equal conductivities, equal \(C\) would give equal signals.

## 6. Weighing what the law leaves out

Each effect below is taken alone, as a shift from the predicted excess of 25.52 sccm.

- **Finite rise:** +0.07 sccm. The precursor's heat capacity grows over the 8.56 K rise. Using the inlet ratio returns 5.572 sccm instead of 5.556, an error of 0.29 %.
- **Sensor at 350 K, calibrated there:** +0.75 sccm. The stiffer vibrations wake further and \(r\) becomes 4.729, which is 2.9 % higher.
- **Imperfect contact:** −0.62 sccm, or 2.4 % of the excess, for the assumed conductivities and no sideways heat loss. The mixture's value is uncertain, and 0.016 is probably high: kinetic-theory estimates give about 0.014 to 0.015 W/(m K), for which the shift is about −0.9 to −1.3 sccm. Sideways loss works the other way and reduces it, by about a third when \(hL^2/K\approx10\).
- **Wavenumbers 5 % higher:** −0.27 sccm, because \(c_{\rm pre}\) falls by 1.05 %.
- **Non-ideal vapour:** roughly +0.1 sccm, and uncertain. For a van der Waals gas at low pressure, the added heat capacity is \(2ap/(RT^2)\), where \(a\) is the attraction constant. Rough critical values of 640 K and 4.7 MPa give 0.091 J/(mol K) for a hypothetical pure vapour at 100 Torr, and less than +0.01 sccm for the vapour diluted to 10 % in argon. That equation understates the effect this far below the critical temperature. Empirical correlations for the second virial coefficient give roughly +0.05 to +0.2 sccm for the vapour diluted in argon.

The capillary's share of the flow also matters. If capillary and bypass are both laminar and at the same temperature, and slip at the walls is neglected, viscosity cancels from the split. At 100 Torr slip would add about 1.2 % to the flow in this bore for argon and 0.9 to 1.1 % for the mixture. If the bypass has no slip, this difference lowers the reading by about 0.1 to 0.2 sccm. Inertia also disturbs the split. The ratio of the inertial pressure scale \(\rho v^2\) to the viscous drop \(32\mu Lv/d^2\) is \(\dot m/(8\pi\mu L)\), where \(\dot m\) is the mass flow in the capillary and \(d\) its bore. With \(\mu=2.3\times10^{-5}\) Pa s for both gases, it is 1.28 % for 50 sccm of argon and 1.96 % for the mixture.

The fair comparison is with argon at the indicated flow, where the ratio, larger by the factor \(75.52/50\), is 1.94 % before rounding of the parts. If the bypass has no inertial drop and carries nine tenths of the gas, about nine tenths of a small difference in this ratio appears as a relative change of the capillary flow. From inertia alone, a meter calibrated point by point therefore shifts by only about 0.01 sccm. In one scaled from a single calibration at 50 sccm, inertia alone would lower the reading by about 0.4 sccm, and the curvature of the sensor signal in Section 5 would lower it by more. Both figures rest on the assumed equal viscosities, and the smallness of the first also on the mass ratio lying near \(r\). Kinetic-theory estimates put the mixture's viscosity roughly 10 to 20 % below argon's. At 15 % below, its ratio would be \(1.96/0.85=2.31\) %, and the two shifts would grow to about 0.2 and 0.7 sccm.

## 7. Beside a real delivery line

Titanium tetrachloride is a working precursor for titanium nitride and titanium dioxide films. The 10 Torr vapour pressure is a rough room-temperature value, and the flows and ampoule pressure are round choices for a small delivery line. One assumption at risk in atomic layer deposition is steady flow, because precursor often arrives in short pulses. For a linear meter with a first-order response time of 1 s, a 0.1 s pulse reaches only \(1-e^{-0.1}=9.5\) % of the steady excess, about 2.4 sccm instead of 25.5. Dividing that peak by \(r\) would badly underestimate the flow. The time integral of the excess remains \(r\) times the precursor amount, because such a response delays the signal without changing its area.

Incomplete saturation is a different matter. It lowers \(\dot n_{\rm pre}\) but leaves \(r\) unchanged, so a steady reading still yields the flow actually delivered, provided the carrier flow is known and the meter follows the heat-capacity law. Real meters need not follow it closely: some manufacturers' conversion tables add an empirical factor for molecular structure, and their values for argon and titanium tetrachloride imply an \(r\) above 5 rather than 4.6. For a real meter, the law is therefore best checked against a known precursor flow, for example from the ampoule's loss of weight. The full set of values is in the numerical output below.

## Numbers as computed

```
1 sccm = 7.4358e-07 mol/s
Inlet temperature = 300 K, heater power = 10 mW
Ampoule pressure = 100 Torr, vapour = 10 Torr
TiCl4 wavenumbers (rough, with repeats): [390, 120, 120, 500, 500, 500, 140, 140, 140] cm^-1
  mode 120 cm^-1: x = 0.576, heat capacity = 0.973 R
  mode 140 cm^-1: x = 0.671, heat capacity = 0.963 R
  mode 390 cm^-1: x = 1.870, heat capacity = 0.753 R
  mode 500 cm^-1: x = 2.398, heat capacity = 0.632 R
c argon = 20.79, nitrogen = 29.12, TiCl4 = 95.50 J/(mol K)
Ratio TiCl4/argon = 4.594, TiCl4/nitrogen = 3.280
Ratio argon/nitrogen (reads low) = 0.714
Carrier flow = 50.00 sccm = 3.718e-05 mol/s
TiCl4 flow = 5.556 sccm = 4.131e-06 mol/s
TiCl4 mass rate = 47.0 mg/min
True total flow = 55.56 sccm
Reading by the law = 75.52 sccm
Excess by the law = 25.52 sccm
Error in total flow = 19.97 sccm
Reading of simulated heater meter = 75.60 sccm
Temperature rise, carrier alone = 12.94 K
Temperature rise, with TiCl4 = 8.56 K
TiCl4 flow recovered with inlet ratio = 5.572 sccm
Finite-rise error of recovered flow = 0.29 %
Fixed rise 10 K: power 7.73 -> 11.69 mW
Fixed-rise reading = 75.61 sccm
Reading with nitrogen carrier and meter = 68.22 sccm
Capillary: length 20 mm, bore 0.4 mm, wall 0.1 mm
Capillary share of flow = 0.10
Gas conductivity: argon 0.018, mixture 0.016 W/(m K)
Capillary meter reading = 74.91 sccm
Departure from law, real contact = -0.82 %
Departure from law, 20x better contact = -0.029 %
Ratio TiCl4/argon at 350 K = 4.729 (2.9 %)
Wavenumbers 5 % higher: c TiCl4 changes -1.05 %
Inertial/viscous pressure drop, argon = 1.28 %
Inertial/viscous pressure drop, mixture = 1.96 %
Non-ideal part of c TiCl4 at 100 Torr = 0.091 J/(mol K)
```
